**Interband absorption from the quantum metric, and graphene's universal conductivity**

The program tests the formula Re σ = (Nω/4π) ∮ dl g/|∇Δ|, where ω is the photon energy, Δ the gap between the two bands, g the quantum metric of the filled band along the field, and N the number of identical copies; the integral runs over the contour Δ = ω. It asserts that the metric obtained from overlaps of neighbouring states agrees with matrix elements of the Hamiltonian's derivative, for a massive Dirac cone and for the honeycomb lattice. It asserts that the formula reproduces the energy absorbed from a weak pulse in a direct time evolution; the output shows agreement to about 0.02 percent for massless and massive electrons. For the massless cone with N = 4 it finds 0.25000 e²/ħ at 1 and 2 eV, and the same value at 1 eV when the Dirac speed is doubled. On the honeycomb lattice, the contour result averaged from 1 to 3 eV is asserted to match a sum over the whole Brillouin zone, and both print as 0.2648 e²/ħ. The lattice conductivity exceeds 1/4 by 0.31 percent at 0.5 eV and by 13.19 percent at 3 eV. Solving the boundary conditions of a free sheet numerically gives an absorbed fraction of 2.241 percent, against 2.293 percent for the first-order value πα, with α the fine-structure constant.

## Numerical verification

```python
# Result under test (atomic units, e = hbar = 1):
#   Re sigma_aa(w) = (N w / 4 pi) * contour integral of dl g_aa / |grad gap|
# on the contour gap(k) = w.  g_aa: quantum metric of the filled band,
# N: number of identical copies (spin times valley), w: photon energy.
# For a massless Dirac cone with N = 4 this gives sigma = 1/4, and a free
# sheet absorbs the fraction pi*alpha to first order in alpha.
# Lattice energies are in eV and lengths in angstrom; sigma is in e^2/hbar.
import numpy as np
from scipy import constants as const

HOPPING = 3.0    # eV
BOND = 1.4       # angstrom
SPEED = 1.5 * HOPPING * BOND    # eV angstrom
STEP = 1e-4      # wave-vector step for finite differences
X_AXIS, Y_AXIS = (1.0, 0.0), (0.0, 1.0)


def two_band(off_diagonal, diagonal):
    matrix = np.zeros(np.shape(off_diagonal) + (2, 2), dtype=complex)
    matrix[..., 0, 1] = off_diagonal
    matrix[..., 1, 0] = np.conj(off_diagonal)
    matrix[..., 0, 0] = diagonal
    matrix[..., 1, 1] = -diagonal
    return matrix


def dirac(speed, mass):
    return lambda kx, ky: two_band(speed * (kx - 1j * ky), mass)


def honeycomb_sum(kx, ky):
    half_width = np.sqrt(3) / 2 * BOND
    return (np.exp(1j * ky * BOND)
            + 2 * np.exp(-0.5j * ky * BOND) * np.cos(half_width * kx))


def honeycomb(kx, ky):
    return two_band(-HOPPING * honeycomb_sum(kx, ky), 0.0)


def gap(ham, kx, ky):
    energies = np.linalg.eigvalsh(ham(kx, ky))
    return energies[..., 1] - energies[..., 0]


def metric(ham, kx, ky, axis):
    """Quantum metric from the loss of overlap between neighbouring states."""
    dx, dy = 0.5 * STEP * axis[0], 0.5 * STEP * axis[1]
    left = np.linalg.eigh(ham(kx - dx, ky - dy))[1][..., :, 0]
    right = np.linalg.eigh(ham(kx + dx, ky + dy))[1][..., :, 0]
    overlap = np.sum(left.conj() * right, axis=-1)
    return (1 - np.abs(overlap) ** 2) / STEP ** 2


def element_squared(ham, kx, ky, axis):
    """|<c| dH/dk |v>|^2 from eigenvectors at a single wave vector."""
    dx, dy = 0.5 * STEP * axis[0], 0.5 * STEP * axis[1]
    slope = (ham(kx + dx, ky + dy) - ham(kx - dx, ky - dy)) / STEP
    vectors = np.linalg.eigh(ham(kx, ky))[1]
    value = np.einsum('...i,...ij,...j->...', vectors[..., :, 1].conj(),
                      slope, vectors[..., :, 0])
    return np.abs(value) ** 2


def contour_response(ham, photon, centre, axis, q_max, copies=4, n=48):
    """Return sigma, contour length, mean metric and mean gap slope."""
    angle = 2 * np.pi * np.arange(n) / n
    low, high = np.zeros(n), np.full(n, q_max)
    for _ in range(50):
        middle = 0.5 * (low + high)
        below = gap(ham, centre[0] + middle * np.cos(angle),
                    centre[1] + middle * np.sin(angle)) < photon
        low = np.where(below, middle, low)
        high = np.where(below, high, middle)
    curve = 0.5 * (low + high) * np.exp(1j * angle)
    kx, ky = centre[0] + curve.real, centre[1] + curve.imag
    assert np.allclose(gap(ham, kx, ky), photon, rtol=1e-8)
    harmonic = np.fft.fftfreq(n, 1 / n)
    tangent = np.fft.ifft(1j * harmonic * np.fft.fft(curve))
    dl = np.abs(tangent) * 2 * np.pi / n
    d = 0.5 * STEP
    grad_x = (gap(ham, kx + d, ky) - gap(ham, kx - d, ky)) / STEP
    grad_y = (gap(ham, kx, ky + d) - gap(ham, kx, ky - d)) / STEP
    gradient = np.hypot(grad_x, grad_y)
    g = metric(ham, kx, ky, axis)
    sigma = copies * photon / (4 * np.pi) * np.sum(dl * g / gradient)
    length = dl.sum()
    return (sigma, length, np.sum(dl * g) / length,
            np.sum(dl * gradient) / length)


# --- Metric against velocity matrix elements, massive cone and lattice ---
test_kx = np.array([0.31, -0.52, 0.77, 1.10])
test_ky = np.array([0.45, 0.23, -0.64, 0.38])
for model in (dirac(1.0, 0.3), honeycomb):
    for axis in (X_AXIS, Y_AXIS):
        from_overlap = (gap(model, test_kx, test_ky) ** 2
                        * metric(model, test_kx, test_ky, axis))
        direct = element_squared(model, test_kx, test_ky, axis)
        assert np.allclose(from_overlap, direct, rtol=1e-4, atol=1e-5)

# --- Angular form of the metric on the massless cone ---
theta = np.linspace(0, 2 * np.pi, 13)
radius = 0.5
cone_metric = metric(dirac(1.0, 0.0), radius * np.cos(theta),
                     radius * np.sin(theta), X_AXIS)
assert np.allclose(cone_metric, np.sin(theta) ** 2 / (4 * radius ** 2),
                   atol=1e-5)


# --- Real-time absorption of a weak pulse; units with speed = 1 ---
def pulse_absorption(mass):
    """Absorbed energy per area: time evolution, and contour formula."""
    width, dt, amplitude = 6.0, 0.05, 1e-3
    times = np.arange(-36 + dt / 2, 36, dt)
    potential = (amplitude * np.exp(-times ** 2 / (2 * width ** 2))
                 * np.cos(times))
    dk, n_angle = 0.005, 12
    k = (np.arange(240) + 0.5)[:, None] * dk
    phi = (np.arange(n_angle) + 0.5)[None, :] * 2 * np.pi / n_angle
    kx, ky = k * np.cos(phi), k * np.sin(phi)
    energies, vectors = np.linalg.eigh(dirac(1.0, mass)(kx, ky))
    up, down = vectors[..., 0, 0], vectors[..., 1, 0]
    for a in potential:
        px = kx + a
        size = np.sqrt(px ** 2 + ky ** 2 + mass ** 2)
        c, s = np.cos(size * dt), -1j * np.sin(size * dt) / size
        up, down = (c * up + s * (mass * up + (px - 1j * ky) * down),
                    c * down + s * ((px + 1j * ky) * up - mass * down))
    excited = np.abs(vectors[..., 0, 1].conj() * up
                     + vectors[..., 1, 1].conj() * down) ** 2
    cell = k * dk * 2 * np.pi / n_angle / (4 * np.pi ** 2)
    evolved = 4 * np.sum(cell * (energies[..., 1] - energies[..., 0])
                         * excited)
    nodes, weights = np.polynomial.legendre.leggauss(40)
    lower, upper = 2 * mass, 2.4
    formula = 0.0
    for node, weight in zip(nodes, weights):
        w = 0.5 * (upper + lower) + 0.5 * (upper - lower) * node
        field = w * np.sum(potential * np.exp(1j * w * times)) * dt
        sigma = contour_response(dirac(1.0, mass), w, (0, 0), X_AXIS, 2.0)[0]
        formula += (0.5 * (upper - lower) * weight * sigma
                    * abs(field) ** 2 / np.pi)
    return evolved, formula


pulse_ratios = []
for mass in (0.0, 0.3):
    evolved, formula = pulse_absorption(mass)
    pulse_ratios.append(evolved / formula)
    # finite pulse strength and time step limit the agreement
    assert abs(evolved / formula - 1) < 2e-3
massive_sigma = contour_response(dirac(1.0, 0.3), 1.0, (0, 0), X_AXIS, 2.0)[0]

# --- Dirac cone with the example parameters ---
cone_results = {}
for photon in (1.0, 2.0):
    result = contour_response(dirac(SPEED, 0.0), photon, (0, 0), X_AXIS, 0.6)
    cone_results[photon] = result
    assert abs(result[0] - 0.25) < 1e-5
other_speed = contour_response(dirac(2 * SPEED, 0.0), 1.0, (0, 0),
                               X_AXIS, 0.6)[0]
assert abs(other_speed - 0.25) < 1e-4

# --- Honeycomb lattice: contour around one corner of the zone ---
corner = (4 * np.pi / (3 * np.sqrt(3) * BOND), 0.0)
lattice_sigma = {w: contour_response(honeycomb, w, corner, X_AXIS, 0.6)[0]
                 for w in (0.5, 1.0, 2.0, 3.0)}
sigma_yy = contour_response(honeycomb, 1.0, corner, Y_AXIS, 0.6)[0]
assert abs(sigma_yy - lattice_sigma[1.0]) < 1e-5
excess_ratio = (lattice_sigma[1.0] - 0.25) / (lattice_sigma[0.5] - 0.25)
assert 3.5 < excess_ratio < 4.5

# --- Whole-zone sum of matrix elements over the window 1 to 3 eV ---
direct_vectors = BOND * np.array([[np.sqrt(3), 0], [np.sqrt(3) / 2, 1.5]])
reciprocal = 2 * np.pi * np.linalg.inv(direct_vectors).T
n_grid = 1500
fraction = (np.arange(n_grid) + 0.5) / n_grid
f1, f2 = np.meshgrid(fraction, fraction, indexing='ij')
grid_x = f1 * reciprocal[0, 0] + f2 * reciprocal[1, 0]
grid_y = f1 * reciprocal[0, 1] + f2 * reciprocal[1, 1]
grid_gap = 2 * HOPPING * np.abs(honeycomb_sum(grid_x, grid_y))
inside = (grid_gap > 1.0) & (grid_gap < 3.0)
strength = element_squared(honeycomb, grid_x[inside], grid_y[inside], X_AXIS)
cell_area = abs(np.linalg.det(reciprocal)) / n_grid ** 2
zone_mean = (2 * np.pi * np.sum(strength / grid_gap[inside]) * cell_area
             / (4 * np.pi ** 2) / 2.0)
nodes, weights = np.polynomial.legendre.leggauss(8)
contour_mean = 0.5 * sum(
    weight * contour_response(honeycomb, 2.0 + node, corner, X_AXIS, 0.6)[0]
    for node, weight in zip(nodes, weights))
# sharp window edges on a finite grid limit the agreement
assert abs(zone_mean / contour_mean - 1) < 5e-3

# --- Free sheet: boundary conditions solved numerically ---
alpha = const.fine_structure
sigma_si = const.e ** 2 / (4 * const.hbar)
first_order = sigma_si / (const.epsilon_0 * const.c)
assert abs(first_order / (np.pi * alpha) - 1) < 1e-8
r, t = np.linalg.solve([[1.0, -1.0], [-1.0, -1.0 - first_order]],
                       [-1.0, -1.0])
sheet_absorbed = 1 - r ** 2 - t ** 2
assert abs(sheet_absorbed - np.pi * alpha / (1 + np.pi * alpha / 2) ** 2) < 1e-10

print(f"hopping = {HOPPING:.1f} eV")
print(f"bond length = {BOND:.1f} angstrom")
print(f"Dirac speed (hbar v) = {SPEED:.2f} eV angstrom")
for photon, (sigma, length, mean_g, slope) in cone_results.items():
    print(f"Dirac cone, photon energy = {photon:.1f} eV")
    print(f"  contour radius = {length / (2 * np.pi):.5f} 1/angstrom")
    print(f"  contour length = {length:.5f} 1/angstrom")
    print(f"  mean metric g_xx = {mean_g:.4f} angstrom^2")
    print(f"  gap slope = {slope:.3f} eV angstrom")
    print(f"  conductivity = {sigma:.5f} e^2/hbar")
print(f"same, doubled speed, 1 eV: {other_speed:.5f} e^2/hbar")
for photon, sigma in lattice_sigma.items():
    print(f"honeycomb bands, {photon:.1f} eV: sigma = {sigma:.5f} e^2/hbar, "
          f"excess over 1/4 = {100 * (4 * sigma - 1):.2f} percent")
print(f"excess at 1 eV / excess at 0.5 eV = {excess_ratio:.2f}")
print(f"honeycomb sigma_yy at 1 eV = {sigma_yy:.5f} e^2/hbar")
print(f"mean sigma 1-3 eV, zone sum = {zone_mean:.4f} e^2/hbar")
print(f"mean sigma 1-3 eV, contours = {contour_mean:.4f} e^2/hbar")
print(f"pulse energy, evolution/formula, massless = {pulse_ratios[0]:.5f}")
print(f"pulse energy, evolution/formula, massive = {pulse_ratios[1]:.5f}")
print(f"massive cone (mass 0.3, photon 1): sigma = {massive_sigma:.4f} e^2/hbar")
print(f"e^2/(4 hbar) = {sigma_si:.4e} S")
print(f"fine-structure constant = {alpha:.7f}")
print(f"absorbed fraction, first order pi*alpha = {100 * first_order:.3f} percent")
print(f"absorbed fraction, full sheet = {100 * sheet_absorbed:.3f} percent")
print(f"reflected fraction = {100 * r ** 2:.4f} percent")
print(f"transmitted fraction = {100 * t ** 2:.3f} percent")
print("verified")
```

It prints:

```
hopping = 3.0 eV
bond length = 1.4 angstrom
Dirac speed (hbar v) = 6.30 eV angstrom
Dirac cone, photon energy = 1.0 eV
  contour radius = 0.07937 1/angstrom
  contour length = 0.49867 1/angstrom
  mean metric g_xx = 19.8450 angstrom^2
  gap slope = 12.600 eV angstrom
  conductivity = 0.25000 e^2/hbar
Dirac cone, photon energy = 2.0 eV
  contour radius = 0.15873 1/angstrom
  contour length = 0.99733 1/angstrom
  mean metric g_xx = 4.9612 angstrom^2
  gap slope = 12.600 eV angstrom
  conductivity = 0.25000 e^2/hbar
same, doubled speed, 1 eV: 0.25000 e^2/hbar
honeycomb bands, 0.5 eV: sigma = 0.25077 e^2/hbar, excess over 1/4 = 0.31 percent
honeycomb bands, 1.0 eV: sigma = 0.25314 e^2/hbar, excess over 1/4 = 1.26 percent
honeycomb bands, 2.0 eV: sigma = 0.26326 e^2/hbar, excess over 1/4 = 5.30 percent
honeycomb bands, 3.0 eV: sigma = 0.28298 e^2/hbar, excess over 1/4 = 13.19 percent
excess at 1 eV / excess at 0.5 eV = 4.05
honeycomb sigma_yy at 1 eV = 0.25314 e^2/hbar
mean sigma 1-3 eV, zone sum = 0.2648 e^2/hbar
mean sigma 1-3 eV, contours = 0.2648 e^2/hbar
pulse energy, evolution/formula, massless = 0.99976
pulse energy, evolution/formula, massive = 0.99977
massive cone (mass 0.3, photon 1): sigma = 0.3400 e^2/hbar
e^2/(4 hbar) = 6.0853e-05 S
fine-structure constant = 0.0072974
absorbed fraction, first order pi*alpha = 2.293 percent
absorbed fraction, full sheet = 2.241 percent
reflected fraction = 0.0128 percent
transmitted fraction = 97.746 percent
verified
```
